# Born scattering rate for uniform site disorder on a cubic lattice

## Problem

An electron moves on a simple cubic lattice of $N$ sites with one orbital per site and periodic boundaries. Nearest neighbours are coupled by a hopping element $-t$. Lengths are measured in lattice constants, so the clean band is

$$\varepsilon(\mathbf k)=-2t(\cos k_x+\cos k_y+\cos k_z).$$

Disorder adds an energy $V_i$ on each site $i$. The $V_i$ are independent, are uniformly distributed on $[-W/2,W/2]$, and do not act on spin. Hartree atomic units are used, with $\hbar=1$; time is called $s$, because $t$ is the hopping.

An electron starts in the Bloch state $|\mathbf k\rangle$. Its disorder-averaged amplitude to be in that state at time $s$ is $A(s)=\overline{\langle\mathbf k|e^{-iHs}|\mathbf k\rangle}$, and the scattering rate $\Gamma$ is defined by $|A(s)|^2\propto e^{-\Gamma s}$.

1. Find $\Gamma$ to lowest order in the disorder, in terms of $W$ and the clean density of states.
2. Evaluate $\Gamma$ and the lifetime $\tau=1/\Gamma$ at the band centre, $E=0$, for the round model parameters $t=0.04$ and $W=0.04$ hartree.
3. State when the result can be trusted.

## Hints

**Hint 1.** Write the disorder in the Bloch basis and average $|V_{\mathbf k\mathbf k'}|^2$. What does independence of the sites do to the double sum?

**Hint 2.** The first-order term averages to zero. Identify the self-energy from the second-order term, and take its imaginary part with $\mathrm{Im}\,1/(x+i0)=-\pi\delta(x)$.

**Hint 3.** An amplitude and its square decay at different rates. Also ask which spin states the disorder can reach.

**Hint 4.** For the density of states, treat the square lattice first, using $\cos k_x+\cos k_y=2\cos p\cos q$ with $p=(k_x+k_y)/2$ and $q=(k_x-k_y)/2$. Then add the third direction.

## Solution

### Disorder in the Bloch basis

The probability density of a site energy is $1/W$, and its mean is zero. Its variance is therefore

$$\sigma^2=\frac1W\int_{-W/2}^{W/2}x^2\,dx=\frac1W\cdot\frac23\left(\frac W2\right)^3=\frac{W^2}{12}.$$

With $|\mathbf k\rangle=N^{-1/2}\sum_i e^{i\mathbf k\cdot\mathbf R_i}|i\rangle$, the matrix elements are

$$V_{\mathbf k\mathbf k'}=\frac1N\sum_iV_i\,e^{-i(\mathbf k-\mathbf k')\cdot\mathbf R_i}.$$

Independence gives $\overline{V_iV_j}=\sigma^2\delta_{ij}$. Only the $N$ terms with $i=j$ survive in the averaged square, and their phases cancel:

$$\overline{|V_{\mathbf k\mathbf k'}|^2}=\frac1{N^2}\sum_{ij}\overline{V_iV_j}\,e^{-i(\mathbf k-\mathbf k')\cdot(\mathbf R_i-\mathbf R_j)}=\frac{\sigma^2}{N}.$$

The disorder couples a Bloch state equally strongly, on average, to every other Bloch state.

### Self-energy

Let $g_{\mathbf k}=1/(E-\varepsilon(\mathbf k)+i0)$ be the clean propagator. Expanding the full propagator in $V$ and averaging gives

$$\overline{G_{\mathbf k}}=g_{\mathbf k}+g_{\mathbf k}^2\sum_{\mathbf k'}\overline{V_{\mathbf k\mathbf k'}V_{\mathbf k'\mathbf k}}\,g_{\mathbf k'}+\dots$$

The first-order term is absent because $\overline{V_i}=0$. A self-energy $\Sigma$ is defined by $\overline{G_{\mathbf k}}=1/(E-\varepsilon(\mathbf k)-\Sigma)=g_{\mathbf k}+g_{\mathbf k}^2\Sigma+\dots$ Since the $V_i$ are real, $V_{\mathbf k'\mathbf k}=V_{\mathbf k\mathbf k'}^*$, and comparison of the two expansions gives

$$\Sigma(E)=\frac{\sigma^2}{N}\sum_{\mathbf k'}\frac1{E-\varepsilon(\mathbf k')+i0}.$$

The clean density of states per site, for one spin, is $\rho(E)=N^{-1}\sum_{\mathbf k}\delta(E-\varepsilon(\mathbf k))$. Hence

$$\mathrm{Im}\,\Sigma(E)=-\pi\sigma^2\rho(E).$$

### From self-energy to rate

The amplitude follows from the propagator by

$$A(s)=\frac{i}{2\pi}\int_{-\infty}^{\infty}dE\,\frac{e^{-iEs}}{E-\varepsilon(\mathbf k)-\Sigma(E)}.$$

If $\Sigma$ hardly varies across the narrow resonance near $\varepsilon(\mathbf k)$, it can be replaced by its value there. The pole then lies below the real axis. Closing the contour in the lower half plane gives $-2\pi i$ times the residue, so

$$A(s)\simeq e^{-i(\varepsilon+\mathrm{Re}\,\Sigma)s}\,e^{\,\mathrm{Im}\,\Sigma\,s},\qquad |A(s)|^2\simeq e^{2\,\mathrm{Im}\,\Sigma\,s}.$$

Therefore $\Gamma=-2\,\mathrm{Im}\,\Sigma$, or

$$\boxed{\Gamma(E)=2\pi\,\frac{W^2}{12}\,\rho(E)=\frac{\pi W^2}{6}\,\rho(E)}$$

The golden rule gives the same expression, since $2\pi\sum_{\mathbf k'}\overline{|V_{\mathbf k\mathbf k'}|^2}\,\delta(\varepsilon-\varepsilon')=2\pi\sigma^2\rho$. The density of states counts one spin because the disorder cannot flip spin; inserting the density for both spins would double the rate. To this order $\Gamma$ depends on $\mathbf k$ through its energy alone.

### Density of states

In the variables of Hint 4 the square-lattice band is $-4t\cos p\cos q$. If $p$ and $q$ are uniform on the circle, then so are $k_x=p+q$ and $k_y=p-q$, independently of each other, so the average may be taken over $p$ and $q$:

$$\rho_2(x)=\int_0^{2\pi}\!\!\int_0^{2\pi}\frac{dp\,dq}{4\pi^2}\,\delta(x+4t\cos p\cos q).$$

At fixed $p$ put $B=4t|\cos p|$. For $|x|<B$ the delta function has two zeros in $q$, each with slope of magnitude $\sqrt{B^2-x^2}$. The $q$ average is thus $1/(\pi\sqrt{B^2-x^2})$. With $a=|x|/4t$, four equal quarter ranges of $p$ give

$$\rho_2(x)=\frac{4}{2\pi}\cdot\frac1{4\pi t}\int_0^{\arccos a}\frac{dp}{\sqrt{\cos^2p-a^2}}.$$

Let $m=1-a^2$ and $\sin p=\sqrt m\,\sin\theta$. The square root becomes $\sqrt m\cos\theta$, and $dp=\sqrt m\cos\theta\,d\theta/\cos p$. What remains is the complete elliptic integral $K(m)$:

$$\rho_2(x)=\frac1{2\pi^2t}\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-m\sin^2\theta}}=\frac{K(m)}{2\pi^2t},\qquad m=1-\left(\frac{x}{4t}\right)^2,$$

for $|x|<4t$, and zero outside. In the cubic lattice a state has energy $E$ when its in-plane energy is $x=E+2t\cos k_z$. Averaging over $k_z$ gives

$$\rho(E)=\frac1\pi\int_0^\pi dk_z\,\rho_2(E+2t\cos k_z).$$

At $E=0$ the integrand has a logarithmic, hence integrable, singularity at $k_z=\pi/2$. Numerical quadrature with the interval split there gives $t\rho(0)=0.1427$, so $\rho(0)=0.1427/0.04=3.567$ per hartree.

### Numbers at the band centre

The variance is $\sigma^2=0.04^2/12=1.333\times10^{-4}$ hartree$^2$. Then

$$\Gamma=2\pi\times1.333\times10^{-4}\times3.567=2.99\times10^{-3}\ \text{hartree},$$

and $\tau=1/\Gamma=335$ atomic units of time, or 8.1 fs.

The group velocity has components $2t\sin k_\alpha$. At $\mathbf k=(\pi,\pi/2,0)$, which has zero energy, the speed is $2t=0.08$, and the electron covers $0.08\times335\approx27$ lattice constants in one lifetime. At $\mathbf k=(\pi/2,\pi/2,\pi/2)$, also at zero energy, the lifetime is the same but the speed is $\sqrt3$ times larger, so the distance is about 46 lattice constants.

### When the result holds

**Smooth density of states.** The pole argument needs $\rho$ to be nearly constant over an energy $\Gamma$. The density of states is singular where the group velocity vanishes, which requires each cosine to be $\pm1$ and hence $E=\pm2t,\pm6t$. The band centre is $2t=0.08$ hartree from the nearest of these, about 27 times $\Gamma$.

**Band edge.** Just above the band bottom, let $\eta=E+6t\ll t$. There $\eta=tk^2$, and

$$\rho=\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{d\eta}=\frac{\sqrt\eta}{4\pi^2t^{3/2}},\qquad \Gamma=\frac{W^2\sqrt\eta}{24\pi t^{3/2}}.$$

The rate vanishes at the edge, but more slowly than $\eta$. The necessary condition $\Gamma\ll\eta$ therefore fails when $\eta$ is of order $W^4/(576\pi^2t^3)$ or less. Here $E$ is the clean energy $\varepsilon(\mathbf k)$, so $\eta$ is measured from the clean band bottom. The disorder also shifts the levels near the edge by $\mathrm{Re}\,\Sigma\approx-0.021\,W^2/t$, which for $W=t$ is more than a hundred times this scale.

**Short times.** Second-order perturbation theory starts as $|A|^2\simeq1-\sigma^2s^2$, because $\sum_{\mathbf k'}\overline{|V_{\mathbf k\mathbf k'}|^2}=\sigma^2$. The exponential law sets in later, once $s$ is long compared with the inverse of the energy scale on which $\rho$ varies.

**Strength of disorder.** The decay can be measured without perturbation theory by propagating a Bloch state under the full Hamiltonian. This was done with a Chebyshev expansion on a periodic lattice of $32^3$ sites, averaging the amplitude over 12 disorder samples. The rate is $-2$ times the slope of $\ln|A|$ taken from its values at the two times $s=100$ and $350$. Along one axis the greatest speed is $2t$, so a wave needs $32/0.08=400$ time units to circle the lattice, and the window closes before that.

The measured rates at the band centre are $2.990\times10^{-3}$ hartree for $\mathbf k=(\pi/2,\pi/2,\pi/2)$ and $2.999\times10^{-3}$ for $(\pi,\pi/2,0)$. Both lie within 0.5% of the Born value, although the directions and speeds differ. Doubling $W$, by scaling the same 12 samples by two, gives $1.195\times10^{-2}$ hartree for the first state, four times the earlier rate to within the same margin. With 12 samples, sampling noise of the order of 1% is to be expected in each rate, so the closeness of these agreements is partly chance. The runs support the quadratic law at the band centre up to $W=2t$ to within a few per cent; they say nothing about stronger disorder.

The rate describes loss from one Bloch state. A resistivity also requires the carrier velocities and the effect of scattering on the current, which are not calculated here.

## Variation 1: a different energy

*Find the rate for $\mathbf k=(\pi/4,\pi/4,\pi/4)$ with the same $t$ and $W$.*

The energy is $E=-6t\cos(\pi/4)=-3\sqrt2\,t=-0.1697$ hartree. The in-plane energy must satisfy $E+2t\cos k_z>-4t$, or $\cos k_z>(3\sqrt2-4)/2\approx0.12$, so less than half of the $k_z$ range contributes. Quadrature gives $\rho=1.0855$ per hartree, and

$$\Gamma=2\pi\times1.333\times10^{-4}\times1.0855=9.09\times10^{-4}\ \text{hartree}.$$

The lifetime is about 1100 atomic units of time, 3.3 times that at the band centre. The disorder is unchanged; there are fewer states to scatter into. Propagation as above gives $8.98\times10^{-4}$ hartree, 1.3% below the Born value. The calculation does not separate sampling noise from higher-order terms in this difference.

## Variation 2: a random binary alloy

*Each site independently has energy $U$ with probability $c$ and energy $0$ otherwise. Find the Born rate, and the $U$ that reproduces the rate of the uniform distribution at $c=1/2$.*

The mean $cU$ shifts every level equally and causes no scattering. The variance about it is

$$\sigma^2=cU^2-(cU)^2=c(1-c)U^2.$$

The derivation above used only the mean, the variance and the independence of the sites. With $\rho$ taken at the clean Bloch energy, before the common shift,

$$\Gamma=2\pi\,c(1-c)\,U^2\rho.$$

The rate vanishes for either pure material and is largest at $c=1/2$ when $U$ and $\rho$ are fixed. Equal variance at $c=1/2$ requires $U^2/4=W^2/12$, so $U=W/\sqrt3=0.0231$ hartree. Measured from their mean, the site energies are then $\pm0.01155$ hartree.

Propagation with this two-valued disorder gives $3.04\times10^{-3}$ hartree at $\mathbf k=(\pi/2,\pi/2,\pi/2)$, 1.8% above the common Born value. The shape of the distribution can enter beyond second order, but this run does not show whether that or sampling noise causes the difference.
